# Statistical Error of a Green–Kubo Thermal Conductivity from One Trajectory

## Problem

An equilibrium simulation of a solid at temperature $\Theta$ and volume $V$ records one Cartesian component $J(t)$ of the heat-flux density over a time $T$. Treat $J$ as stationary Gaussian noise with known mean zero and correlation function

$$C(t)=\langle J(s)J(s+t)\rangle ,\qquad C(-t)=C(t),$$

which decays over a memory time $\tau$. The conductivity component is

$$\kappa=\frac{V}{k_B\Theta^2}\,I,\qquad I=\int_0^\infty C(t)\,dt .$$

The integral is estimated with a cutoff $t_c$, fixed before the data are seen:

$$\hat C(t)=\frac{1}{T-t}\int_0^{T-t}J(s)J(s+t)\,ds,\qquad \hat I=\int_0^{t_c}\hat C(t)\,dt .$$

"Uncertainty" means one standard deviation of $\hat I$ over repeated trajectories. Errors of the force field and of the finite simulation cell are not included.

**(a)** Find the relative uncertainty of $\kappa$ when $\tau\ll t_c\ll T$.

**(b)** For $C(t)=C_0e^{-|t|/\tau}$, find the variance for any ratio $t_c/\tau$, still with $T\gg t_c,\tau$.

**(c)** A model solid has $V=50\ \mathrm{nm^3}$, $\Theta=300$ K, root-mean-square flux density $\sqrt{C_0}=7.0\ \mathrm{GW/m^2}$ and $\tau=5$ ps. Take $t_c=100$ ps and $T=10$ ns. Find $\kappa$ and its uncertainty. What trajectory length gives 5 %, and what is gained by averaging three equivalent components?

Picoseconds and W/(m K) are the natural units here.

## Hints

1. The variance of $\hat I$ contains averages of four fluxes. For zero-mean Gaussian variables, $\langle abcd\rangle=\langle ab\rangle\langle cd\rangle+\langle ac\rangle\langle bd\rangle+\langle ad\rangle\langle bc\rangle$.
2. The result depends on the two time origins through their difference alone. In a long trajectory, one of the two integrals over origins gives a factor $T$.
3. Define $R(s)=\int_{-\infty}^{\infty}C(u)C(u+s)\,du$ and find its total area before choosing any form of $C$.
4. For part (b), look for a function whose second derivative is $(1+y)e^{-y}$.

## Solution

### (a) The general result

**Mean.** Averaging the definition of $\hat C$ gives $\langle\hat C(t)\rangle=C(t)$, because the factor $1/(T-t)$ matches the length of the integration range. Therefore

$$\langle\hat I\rangle=\int_0^{t_c}C(t)\,dt ,$$

which is close to $I$ when $t_c\gg\tau$.

**Covariance of two products.** In Hint 1 set $a=J(s)$, $b=J(s+t)$, $c=J(s')$ and $d=J(s'+t')$. The term $\langle ab\rangle\langle cd\rangle=C(t)C(t')$ is the product of the two means, and the covariance subtracts it. The other two pairings remain. With $u=s-s'$ they are

$$C(u)\,C(u+t-t')+C(u+t)\,C(u-t') .$$

**Integration over origins.** The covariance of $\hat C(t)$ and $\hat C(t')$ is the double integral of this expression over $s$ and $s'$, divided by $(T-t)(T-t')$. The integrand is appreciable only for $|u|$ up to about $t_c+\tau$. For a long trajectory the double integral is therefore $T$ times an integral over all $u$, and the denominator is $T^2$. Both replacements have relative errors of order $(t_c+\tau)/T$. Thus

$$\mathrm{Cov}[\hat C(t),\hat C(t')]\simeq\frac1T\int_{-\infty}^{\infty}\!\big[C(u)C(u+t-t')+C(u+t)C(u-t')\big]du .$$

The first term is $R(t-t')$. In the second, the substitution $v=u+t$ gives $\int C(v)C(v-t-t')\,dv=R(-t-t')$. A shift of the integration variable shows that $R$ is even, so this equals $R(t+t')$. Integrating over both lags,

$$T\,\mathrm{Var}\,\hat I\simeq\int_0^{t_c}\!\!\int_0^{t_c}\big[R(t-t')+R(t+t')\big]\,dt\,dt' .\tag{1}$$

**Large cutoff.** The area under $R$ follows by doing the $s$ integral first:

$$\int_{-\infty}^{\infty}R(s)\,ds=\int C(u)\left[\int C(u+s)\,ds\right]du=(2I)^2=4I^2 .$$

Each factor is $2I$ because $C$ is even and $I$ covers positive times alone.

In the first term of (1), a lag difference $s=|t-t'|$ occurs with weight $2(t_c-s)$. Hence

$$\int_0^{t_c}\!\!\int_0^{t_c}R(t-t')\,dt\,dt'=2\int_0^{t_c}(t_c-s)R(s)\,ds\;\to\;4I^2t_c-2\int_0^\infty sR(s)\,ds .$$

The arrow uses $t_c\gg\tau$ and $2\int_0^\infty R\,ds=4I^2$. In the second term of (1), $R(t+t')$ is appreciable only near the corner $t=t'=0$. The line $t+t'=p$ there has weight $p$, so this term tends to $\int_0^\infty pR(p)\,dp$. The sum is

$$T\,\mathrm{Var}\,\hat I\simeq4I^2t_c-\int_0^\infty sR(s)\,ds .\tag{2}$$

The last integral does not depend on $t_c$, provided that $R$ decays fast enough for it to exist, so the first term dominates at large $t_c$. If the positive and negative parts of $C$ do not nearly cancel in $I$, the last integral is of order $\tau I^2$, and $t_c\gg\tau$ is enough to neglect it. This is assumed below. For a strongly oscillating $C$ with $|I|\ll C(0)\tau$, the integral can be much larger in magnitude than $\tau I^2$, and a longer cutoff may be needed before the first term dominates. For a rapidly oscillating damped cosine the integral is negative, so the variance then lies above the first term. Since $\kappa$ is proportional to $I$, the relative uncertainty is

$$\boxed{\frac{\sigma_\kappa}{\kappa}\simeq2\sqrt{\frac{t_c}{T}}\qquad(\tau\ll t_c\ll T)}\tag{3}$$

**Meaning.** Neither $\tau$ nor the shape of $C$ appears at leading order. The reason can be read from the variance at a single lag, $\mathrm{Var}\,\hat C(t)\simeq[R(0)+R(2t)]/T$. For $t\gg\tau$ this tends to $R(0)/T$, not to zero: the signal dies out, but its noise does not. Extending the cutoff keeps adding noise, which is correlated over lag differences of order $\tau$. The running integral therefore wanders like a random walk, with variance proportional to $t_c$.

**If the flux is not Gaussian.** The four-flux average then has an additional part, the fourth cumulant. Suppose it vanishes unless all four times lie within about $\tau$ of one another. Then it contributes only when $t$ and $t'$ are themselves at most of order $\tau$. Its part of $T\,\mathrm{Var}\,\hat I$ stops growing once $t_c\gg\tau$, while the Gaussian part continues to grow. Equation (3) then survives at sufficiently large $t_c$, but how large depends on the size of the cumulant. A cumulant with long memory needs a separate calculation.

### (b) Exponential correlation

For $s\ge0$, divide the integral for $R(s)$ at $u=-s$ and $u=0$, where the absolute values change sign:

- For $u>0$, the integrand is $C_0^2e^{-(2u+s)/\tau}$ and its integral is $C_0^2(\tau/2)e^{-s/\tau}$.
- For $-s<u<0$, the integrand is the constant $C_0^2e^{-s/\tau}$ and its integral is $C_0^2\,s\,e^{-s/\tau}$.
- For $u<-s$, symmetry gives the first result again.

Therefore

$$R(s)=C_0^2(\tau+|s|)e^{-|s|/\tau} .$$

Measure lags in units of $\tau$, with $x=t_c/\tau$. Then $R=C_0^2\tau\,(1+y)e^{-y}$ with $y=|s|/\tau$. Define

$$h(y)=(3+y)e^{-y},\qquad h'(y)=-(2+y)e^{-y},\qquad h''(y)=(1+y)e^{-y} .$$

The first double integral in (1), in units of $C_0^2\tau^3$, follows by partial integration:

$$2\int_0^x(x-y)h''(y)\,dy=2\big[-x\,h'(0)+h(x)-h(0)\big]=4x-6+2h(x),$$

because $h'(0)=-2$ and $h(0)=3$. The second is

$$\int_0^x\!\!\int_0^xh''(a+b)\,da\,db=\int_0^x[h'(a+x)-h'(a)]\,da=h(2x)-2h(x)+3 .$$

In the sum the terms $h(x)$ cancel. Dividing by $I^2=C_0^2\tau^2$ and by $T$,

$$\frac{\mathrm{Var}\,\hat I}{I^2}=\frac{\tau}{T}\Big[4x-3+(3+2x)e^{-2x}\Big],\qquad\frac{\langle\hat I\rangle}{I}=1-e^{-x} .\tag{4}$$

Two limits check the result. For $x\gg1$ the variance ratio becomes $(4t_c-3\tau)/T$. This agrees with (2), since $\int_0^\infty s(\tau+s)e^{-s/\tau}ds=\tau^3+2\tau^3=3\tau^3$.

For $x\ll1$, expansion of the bracket gives $2x^2$, so $\mathrm{Var}\,\hat I\simeq2C_0^2\tau t_c^2/T$. This is $t_c^2\,\mathrm{Var}\,\hat C(0)$, as it must be when $\hat C$ hardly changes over the integration range. Relative to the truncated mean $xI$, the uncertainty is then $\sqrt{2\tau/T}$. It can be small even though nearly all of the conductivity has been cut away. A small statistical error is therefore no evidence that the cutoff is long enough.

### (c) Numbers

For the exponential model $I=C_0\tau$, so

$$\kappa=\frac{VC_0\tau}{k_B\Theta^2}=\frac{(50\times10^{-27}\,\mathrm{m^3})(7.0\times10^9\,\mathrm{W/m^2})^2(5\times10^{-12}\,\mathrm s)}{k_B(300\,\mathrm K)^2}=9.86\ \mathrm{W/(m\,K)} .$$

The time ratios are $t_c/\tau=20$ and $t_c/T=0.01$, so both separations required by (3) hold. The simple rule gives

$$\frac{\sigma_\kappa}{\kappa}\simeq2\sqrt{0.01}=0.20,\qquad\sigma_\kappa\simeq0.20\times9.86=1.97\ \mathrm{W/(m\,K)} .$$

A single trajectory thus determines this component to about $10\pm2$ W/(m K). Equation (4) includes the next term:

$$\sqrt{\frac{400-15}{10\,000}}=0.196,$$

or 1.93 W/(m K). The truncation bias is $-e^{-20}$ relative to $\kappa$, about $-2\times10^{-7}$ %, so the error here is almost entirely statistical.

The numerical output checks this without the long-trajectory approximation. Summing the Gaussian covariances over a finite trajectory sampled every 2.5 ps gives 19.66 %. A set of 3000 random Gaussian trajectories, which does not use the pairing formula, gives 19.6 %. Of these estimates, a fraction 0.688 lies within one standard deviation of their mean, close to the 0.683 of a normal distribution.

The dependence on the two times is also tested. Doubling the cutoff to 200 ps raises the finite-trajectory value to 28.15 %. Halving the trajectory to 5 ns at the original cutoff raises it to 27.87 %. The rule gives 28.28 % for both. At $t_c=50$ ps the finite-trajectory value is 13.61 % and the rule gives 14.14 %. The larger relative gap there follows from the omitted fraction $3\tau/(4t_c)$ of the variance, which grows as the cutoff is shortened.

For a target relative uncertainty $\varepsilon$, squaring (3) gives

$$T\simeq\frac{4t_c}{\varepsilon^2}=\frac{4\times100\ \mathrm{ps}}{(0.05)^2}=160\ \mathrm{ns} .$$

Reducing the error by a factor of four costs sixteen times the trajectory length.

In a cubic crystal the three components are equivalent, and symmetry makes their cross-correlations vanish. If they are also jointly Gaussian, they are independent. Their average then has one third of the variance, and the relative uncertainty is $20\,\%/\sqrt3=11.5$ %. Averages of three independent random trajectories give 11.2 %. Components that are not equivalent by symmetry, as can occur in an anisotropic solid, are different quantities, and averaging them does not improve the value of any one of them.

## Variation 1: the mean flux is taken from the data

*Suppose that the sample mean $m=T^{-1}\int_0^TJ(s)\,ds$ is subtracted from $J$ before the correlation function is formed. How does this shift $\hat I$?*

Expanding $[J(s)-m][J(s+t)-m]$ and averaging over $s$ gives

$$\hat C(t)-m(m_1+m_2)+m^2,$$

where $m_1$ and $m_2$ are the means of $J$ over $[0,T-t]$ and $[t,T]$. For $t\ll T$ both are close to $m$, so the change is approximately $-2m^2+m^2=-m^2$. Its average follows from

$$\langle m^2\rangle=\frac1{T^2}\int_0^T\!\!\int_0^TC(s-s')\,ds\,ds'\simeq\frac{2I}{T} .$$

The same shift occurs at every lag up to the cutoff. Integration over lags therefore gives

$$\frac{\Delta\langle\hat I\rangle}{I}\simeq-\frac{2t_c}{T}=-2.0\,\% ,$$

in agreement with the finite-trajectory value of $-2.00$ %.

The size of this bias divided by the standard deviation (3) is $\sqrt{t_c/T}=0.1$, so it is minor for one trajectory. It does not average away, however. With $N$ independent trajectories, each using its own mean, the statistical error falls as $1/\sqrt N$ while the bias stays. The two become equal at $N\simeq T/t_c=100$. Using the known zero mean removes this bias.

## Variation 2: a slowly decaying flux

*Keep $t_c=100$ ps and $T=10$ ns, but let $\tau=50$ ps. Does the estimate of 20 % still describe the error?*

Now $x=2$, and the condition $\tau\ll t_c$ fails. From (4), the mean is too low by the fraction $e^{-2}$, a bias of $-13.5$ %. The noise relative to the full integral is

$$\sqrt{\frac{50}{10\,000}\Big[8-3+7e^{-4}\Big]}=\sqrt{0.005\times5.13}=0.160 .$$

Relative to the truncated mean, which is what the trajectories deliver, it is $0.160/0.865=0.185$.

The rule's 20 % is thus not far from the calculated spread of 18.5 %, but the spread is centred on the wrong value. The truncation bias is comparable with the noise, and the scatter of $\hat I$ over repeated simulations at the same cutoff does not reveal it. The sign of it is in the correlation function itself: $\hat C(t_c)$ averages to $e^{-2}C_0\approx0.135\,C_0$, against a noise of about $0.07\,C_0$ per trajectory, so a few trajectories show that $C$ has not yet decayed. A longer trajectory reduces the noise and leaves the bias unchanged. A longer cutoff reduces the bias: doubling $t_c$ squares the factor $e^{-t_c/\tau}$. At fixed $T$ it also increases the noise, so removing the bias without losing precision requires both a longer cutoff and a longer trajectory.

## Numbers as computed

```
Volume: 50 nm^3
Temperature: 300 K
RMS flux density: 7.0 GW/m^2
Memory time tau: 5 ps
Cutoff t_c: 100 ps
Trajectory length T: 10 ns
Ratio t_c/T: 0.0100
Ratio t_c/tau: 20
Conductivity kappa: 9.86 W/(m K)
Relative error, simple rule: 20.00 %
Relative error, exponential model: 19.62 %
Relative error, exact sampled estimator: 19.66 %
Standard deviation, simple rule: 1.97 W/(m K)
Standard deviation, model: 1.93 W/(m K)
Truncation bias, tau = 5 ps: -2.1e-07 %
Mean-subtraction bias, exact: -2.00 %
Mean-subtraction bias, rule: -2.00 %
Target error: 5 %
Length needed for target: 160 ns
Three-component error, rule: 11.55 %
Cutoff ps, length ns: exact %, model %, simple rule %
  50, 10: 13.61, 13.60, 14.14
  100, 10: 19.66, 19.62, 20.00
  200, 10: 28.15, 28.02, 28.28
  100, 5: 27.87, 27.75, 28.28
Random trajectories: 3000
Sampling step: 2.5 ps
Relative error, random trajectories: 19.6 %
Fraction within one standard deviation: 0.688
Three-component error, random runs: 11.2 %
Slow memory time: 50 ps
Slow case, truncation bias: -13.5 %
Slow case, noise / full integral: 16.0 %
Slow case, noise / truncated mean: 18.5 %
```
